# Potential of a charge in a dielectric slab and its Keldysh limit, part 1

(Sections cited here and not found follow in the later parts.)

## Definitions and conventions

Hartree atomic units are used, in which a unit charge in vacuum has the potential $1/r$, lengths are in bohr and energies in hartree. A point is written $(\mathbf r,z)$, with $\mathbf r$ a two-dimensional vector parallel to the slab and $r=|\mathbf r|$.

**The model.** The permittivity depends on $z$ alone:

$$\epsilon(z)=\begin{cases}\epsilon_1, & z<0,\\ \epsilon, & 0<z<d,\\ \epsilon_2, & z>d,\end{cases}$$

with $\epsilon,\epsilon_1,\epsilon_2$ positive constants. Each medium is thereby assumed linear, isotropic, local (the displacement at a point depends on the field at that point only) and static, the interfaces are sharp, and the only free charge is the source. The source is a unit positive charge at $(\mathbf 0,z')$ with $0<z'<d$; the values $z'=0$ and $z'=d$ are understood as limits from inside. With $\mathbf D=\epsilon(z)\mathbf E$, $\mathbf E=-\nabla\Phi$ and $\nabla\cdot\mathbf D=4\pi\times$(free charge density), the potential obeys

$$\nabla\cdot[\epsilon(z)\nabla\Phi]=-4\pi\,\delta^2(\mathbf r)\,\delta(z-z'),\qquad \Phi\to0 \text{ at infinity}. \tag{1}$$

**Fourier convention.** The in-plane transform $\phi$ is defined by

$$\Phi(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\phi(q;z,z').$$

The problem is symmetric under rotations about the $z$ axis, so $\phi$ depends on $q=|\mathbf q|$ only. The angular integral defines the Bessel function $J_0(y)=\frac1{2\pi}\int_0^{2\pi}e^{iy\cos\theta}d\theta$, and

$$\Phi(r,z)=\frac1{2\pi}\int_0^\infty q\,\phi(q;z,z')\,J_0(qr)\,dq. \tag{2}$$

Where this integral does not converge absolutely, it means the limit $h\to0^+$ of the integral with the factor $e^{-qh}$ inserted. The product $q\phi$ has the unit hartree bohr. For both points in the slab, $\Phi$ is written $V(r;z,z')$.

**Abbreviations.** For $z,z'$ in the slab, $z_<=\min(z,z')$, $z_>=\max(z,z')$, $\Delta=z_>-z_<$, and

$$x=qd,\quad a=qz_<,\quad b=q(d-z_>),\quad \eta_i=\frac{\epsilon_i}{\epsilon},\quad s=\eta_1+\eta_2,\quad \kappa=\frac{\epsilon_1+\epsilon_2}{2},$$

$$R_i=\frac{\epsilon-\epsilon_i}{\epsilon+\epsilon_i}=\frac{1-\eta_i}{1+\eta_i},\qquad P=R_1R_2,\qquad r_0=\frac{\epsilon d}{\epsilon_1+\epsilon_2}=\frac ds .$$

By construction $a+b+q\Delta=x$, $0\le a,b\le x$, $|R_i|<1$ and $qr_0=x/s$. The midplane case is $z=z'=d/2$, where $a=b=x/2$.

**Special functions.** Expanding the exponential in the definition of $J_0$, and using that the angular mean of $\cos^{2k}\theta$ is $(2k)!/(4^k k!^2)$ while odd powers average to zero, gives $J_0(\rho)=\sum_{k\ge0}(-1)^k\rho^{2k}/(4^kk!^2)$. Euler's constant is $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$. With $\mathcal H_k=1+\frac12+\dots+\frac1k$, the Bessel function of the second kind and the Struve function are

$$Y_0(\rho)=\frac2\pi\Big[\ln\frac\rho2+\gamma\Big]J_0(\rho)+\frac2\pi\sum_{k\ge1}\frac{(-1)^{k+1}\mathcal H_k\,\rho^{2k}}{4^k\,k!^2},\qquad H_0(\rho)=\frac2\pi\sum_{k\ge0}\frac{(-1)^k\rho^{2k+1}}{[(2k+1)!!]^2}.$$

**The Keldysh form.** It is defined in momentum space by

$$\phi_K(q)=\frac{4\pi}{(\epsilon_1+\epsilon_2)\,q\,(1+r_0q)}=\frac{4\pi}{\epsilon q\,(s+x)}, \tag{3}$$

where the second form follows from $\epsilon_1+\epsilon_2=\epsilon s$ and $s(1+r_0q)=s+x$. Its transform (2) is called $V_K(r)$. The same function can be written $\phi_K=2\pi/[q(\kappa+r_*q)]$ with $r_*=\kappa r_0=\epsilon d/2$, a length that does not depend on the surroundings. The two lengths differ by the factor $\kappa$, so a value of the screening length has a meaning only together with its convention. The length $r_0$ is the one that scales the distance in real space.

**The thin, high-contrast limit.** Starting from a reference slab, replace $\epsilon\to k\epsilon$ and $d\to d/k$, keep $\epsilon_1,\epsilon_2$, and let $k\to\infty$. The product $\epsilon d$, and with it $r_0$, $\phi_K$ and $V_K$, stays fixed, while at fixed $q$ the numbers $x,a,b,\eta_1,\eta_2$ all fall as $1/k$.

## The theorem

**Theorem.** In the model (1), for $z,z'$ in the slab and $q>0$:

(i) The potential is exactly

$$\phi=\frac{4\pi}{\epsilon q}\,\frac{(\epsilon\cosh a+\epsilon_1\sinh a)(\epsilon\cosh b+\epsilon_2\sinh b)}{\epsilon(\epsilon_1+\epsilon_2)\cosh x+(\epsilon^2+\epsilon_1\epsilon_2)\sinh x}. \tag{4}$$

(ii) Let $m=\max(x,\eta_1,\eta_2)\le1$. There is a numerical constant $C$, independent of $z$, $z'$ and of all parameters, such that $|\phi/\phi_K-1-\delta_2|\le Cm^4$, where

$$\delta_2=\frac{a^2+b^2}{2}+\eta_1a+\eta_2b-\frac{\tfrac12sx^2+\tfrac16x^3+\eta_1\eta_2x}{s+x} \tag{5}$$

is of order $m^2$. Hence in the thin, high-contrast limit $\phi\to\phi_K$ at each fixed $q$, uniformly in $z,z'$, with an error relative to $\phi_K$ of order $k^{-2}$.

(iii) In the same limit $V(r;z,z')\to V_K(r)$ at each fixed $r>0$, uniformly in $z,z'$, and

$$V_K(r)=\frac{\pi}{\epsilon d}\Big[H_0\Big(\frac r{r_0}\Big)-Y_0\Big(\frac r{r_0}\Big)\Big],\qquad r_0=\frac{\epsilon d}{\epsilon_1+\epsilon_2}. \tag{6}$$

"Thin" in this statement means thin compared with the wavelength, $qd\ll1$, or with the distance, $r\gg d$. No slab of finite thickness has the Keldysh form at all $q$ or at all $r$, and at finite contrast the long-wave screening length depends on the heights $z,z'$ and equals $r_0$ only for special pairs of them; at the midplane it is always smaller than $r_0$ (Lemma 5).

## The exact solution

**Lemma 1 (reduction to one dimension).** For $q>0$, $\phi$ obeys

$$\frac{d}{dz}\Big[\epsilon(z)\frac{d\phi}{dz}\Big]-\epsilon(z)q^2\phi=-4\pi\,\delta(z-z'). \tag{7}$$

Equivalently: $\phi''=q^2\phi$ within each medium away from $z'$; $\phi$ is continuous everywhere; $\epsilon(z)\phi'$ is continuous at $z=0$ and $z=d$ and jumps by $-4\pi$ at $z'$. The solution that decays as $|z|\to\infty$ is unique, and inside the slab it satisfies

$$\epsilon\,\phi'(0^+)=\epsilon_1q\,\phi(0),\qquad \epsilon\,\phi'(d^-)=-\epsilon_2q\,\phi(d). \tag{8}$$

*Proof.* Since $\epsilon$ depends on $z$ only, $\nabla\cdot(\epsilon\nabla\Phi)=\epsilon\nabla_\parallel^2\Phi+\partial_z(\epsilon\,\partial_z\Phi)$. Acting on $e^{i\mathbf q\cdot\mathbf r}$, $\nabla_\parallel^2$ gives $-q^2$, and $\delta^2(\mathbf r)=\int d^2q\,e^{i\mathbf q\cdot\mathbf r}/(2\pi)^2$; equating the Fourier components of (1) gives (7). A jump in $\phi$ would put a delta function in $\phi'$ and the derivative of a delta function on the left of (7), with nothing on the right to match it, so $\phi$ is continuous. Integrating (7) over a shrinking interval around a point removes the bounded term $\epsilon q^2\phi$ and leaves the jump of $\epsilon\phi'$, which is $-4\pi$ if the point is $z'$ and zero otherwise.

For $z<0$ the solutions are $e^{\pm qz}$ and decay selects $\phi=\phi(0)e^{qz}$, so $\epsilon_1\phi'(0^-)=\epsilon_1q\phi(0)$; continuity of $\epsilon\phi'$ gives the first condition (8). For $z>d$ decay selects $\phi=\phi(d)e^{-q(z-d)}$, so $\epsilon_2\phi'(d^+)=-\epsilon_2q\phi(d)$, which gives the second. If $u$ is the difference of two decaying solutions, it obeys (7) without source. Multiplying by $u$ and integrating by parts over all $z$ (allowed because $u$ and $\epsilon u'$ are continuous and decay) gives $-\int\epsilon(u'^2+q^2u^2)dz=0$, and $\epsilon>0$ forces $u=0$. $\square$

**Lemma 2 (closed form).** Equation (4) holds.

*Proof.* Define in the slab

$$A(z)=\epsilon\cosh qz+\epsilon_1\sinh qz,\qquad B(z)=\epsilon\cosh q(d-z)+\epsilon_2\sinh q(d-z).$$

Both obey $u''=q^2u$. At the lower face $A(0)=\epsilon$ and $A'(0)=q\epsilon_1$, so $\epsilon A'(0)=\epsilon_1qA(0)$, the first condition (8). At the upper face $B(d)=\epsilon$ and $B'(d)=-q\epsilon_2$, so $\epsilon B'(d)=-\epsilon_2qB(d)$, the second. Below the source $\phi$ is therefore a multiple of $A$, and above it a multiple of $B$. Continuity at $z'$ is met by $\phi=c\,A(z_<)B(z_>)$, since $A(z')$ and $B(z')$ are positive. The jump condition, value above minus value below, reads

$$\epsilon c\,[A(z')B'(z')-A'(z')B(z')]=-4\pi .$$

The Wronskian $W=AB'-A'B$ has $W'=AB''-A''B=q^2AB-q^2AB=0$, so it can be evaluated at $z=0$, where $B=\epsilon\cosh x+\epsilon_2\sinh x$ and $B'=-q(\epsilon\sinh x+\epsilon_2\cosh x)$:

$$W=-q\epsilon(\epsilon\sinh x+\epsilon_2\cosh x)-q\epsilon_1(\epsilon\cosh x+\epsilon_2\sinh x)=-qD,$$

$$D=\epsilon(\epsilon_1+\epsilon_2)\cosh x+(\epsilon^2+\epsilon_1\epsilon_2)\sinh x>0 .$$

Hence $c=4\pi/(\epsilon qD)$, and $A(z_<)$, $B(z_>)$ are the two factors in the numerator of (4). $\square$

*Remark.* The result depends on $z,z'$ only through $z_<,z_>$, so it is symmetric under exchange of source and field point. It is positive for all positive permittivities.

A lemma on one integral is needed before going to real space.

**Lemma 3a.** For $h>0$, $\int_0^\infty J_0(qr)e^{-qh}dq=g(h)$ with $g(h)=(r^2+h^2)^{-1/2}$.

*Proof.* Insert the definition of $J_0$; the double integral converges absolutely, so the $q$ integral may be done first and gives $1/(h-ir\cos\theta)=(h+ir\cos\theta)/(h^2+r^2\cos^2\theta)$. The imaginary part changes sign under $\theta\to\pi-\theta$ and integrates to zero. The real part gives four equal quadrants, and with $t=\tan\theta$, $d\theta=dt/(1+t^2)$, $\cos^2\theta=1/(1+t^2)$,

$$\frac{4}{2\pi}\int_0^\infty\frac{h\,dt}{h^2t^2+h^2+r^2}=\frac2\pi\cdot\frac{h}{h\sqrt{h^2+r^2}}\cdot\frac\pi2=\frac1{\sqrt{r^2+h^2}}.\qquad\square$$

By (2), a term $(2\pi/q)e^{-qh}$ in $\phi$ is thus the vacuum potential $g(h)$ of a unit charge at vertical distance $h$, and the convention after (2) extends this to $h=0$, where $g=1/r$.

**Lemma 3b (exponential form and images).**

$$\phi=\frac{2\pi}{\epsilon q}\Big\{e^{-q\Delta}+\frac{R_1e^{-q(z+z')}+R_2e^{-q(2d-z-z')}+P e^{-q(2d-\Delta)}+Pe^{-q(2d+\Delta)}}{1-Pe^{-2x}}\Big\}. \tag{9}$$

With $S(c)=\sum_{n\ge0}P^n g(2nd+c)$,

$$V=\frac1\epsilon\big\{g(\Delta)+R_1S(z+z')+R_2S(2d-z-z')+PS(2d-\Delta)+PS(2d+\Delta)\big\}. \tag{10}$$

*Proof.* Writing the hyperbolic functions as exponentials,

$$\epsilon\cosh a+\epsilon_1\sinh a=\tfrac12[(\epsilon+\epsilon_1)e^a+(\epsilon-\epsilon_1)e^{-a}]=\tfrac12(\epsilon+\epsilon_1)(e^a+R_1e^{-a}),$$

and likewise for the factor with $b$, $\epsilon_2$, $R_2$. In $D$ the coefficient of $e^{x}/2$ is $\epsilon^2+\epsilon(\epsilon_1+\epsilon_2)+\epsilon_1\epsilon_2=(\epsilon+\epsilon_1)(\epsilon+\epsilon_2)$ and that of $e^{-x}/2$ is $-[\epsilon^2-\epsilon(\epsilon_1+\epsilon_2)+\epsilon_1\epsilon_2]=-(\epsilon-\epsilon_1)(\epsilon-\epsilon_2)$, so $D=\frac12(\epsilon+\epsilon_1)(\epsilon+\epsilon_2)(e^x-Pe^{-x})$. The factors combine as $4\pi\cdot\frac14/\frac12=2\pi$:

$$\phi=\frac{2\pi}{\epsilon q}\,\frac{(e^a+R_1e^{-a})(e^b+R_2e^{-b})\,e^{-x}}{1-Pe^{-2x}} .$$

The four products have the exponents $a+b-x=-q\Delta$; $\;b-a-x=-q(z_>+z_<)$; $\;a-b-x=-q(2d-z_<-z_>)$; and $-a-b-x=-q(2d-\Delta)$, with coefficients $1,R_1,R_2,P$. The first is split by $1/(1-y)=1+y/(1-y)$ with $y=Pe^{-2x}$, which yields $e^{-q\Delta}$ and the term $Pe^{-q(2d+\Delta)}$ over the common denominator. This is (9). Because $|Pe^{-2x}|\le|P|<1$, the series $1/(1-Pe^{-2x})=\sum_nP^ne^{-2nqd}$ converges geometrically and uniformly in $q$, and Lemma 3a applied term by term gives (10). $\square$

At the midplane $\Delta=0$ and $z+z'=d$, so (10) becomes

$$V(r)=\frac1\epsilon\Big\{\frac1r+\sum_{n\ge0}P^n\Big[\frac{R_1+R_2}{\sqrt{r^2+(2n+1)^2d^2}}+\frac{2P}{\sqrt{r^2+(2n+2)^2d^2}}\Big]\Big\}. \tag{11}$$

*Remark (the two exact limits).* For $r\to0$ the sum in (11) tends to a finite constant of order $1/d$ (times a factor that depends on the contrast), so $\epsilon rV\to1$: very near the source the charge sees bulk slab material. For $r\to\infty$, each $rg\to1$ and is bounded by 1, the geometric series dominates, and

$$rV\to\frac1\epsilon\Big[1+\frac{R_1+R_2+2P}{1-P}\Big]=\frac{(1+R_1)(1+R_2)}{\epsilon(1-P)} .$$

Here $1+R_i=2\epsilon/(\epsilon+\epsilon_i)$ and $1-P=2\epsilon(\epsilon_1+\epsilon_2)/[(\epsilon+\epsilon_1)(\epsilon+\epsilon_2)]$, the latter from the two coefficients found in $D$. The ratio is $4\epsilon^2/[\epsilon\cdot2\epsilon(\epsilon_1+\epsilon_2)]=1/\kappa$. Far away the slab drops out and the charge acts as if it lay on the interface between the two outer media.

The numerical check tests (4) and (9) against a finite-element solution of (7) that runs through all three media and uses neither (8) nor the closed form. It does so for the slab of the worked example, for a slab with a permittivity lower than that of one neighbour, and for a uniform medium, and asserts agreement to $2\times10^{-5}$ relative to the numerical solution. It tests (11) against a numerical evaluation of (2), and the two limits at $r=0.01$ and $r=10^4$ bohr.

## The origin of the Keldysh form

This part has stated the theorem and proved its part (i), the exact potential in the slab, which was also written as a series of images. It remains to show how the Keldysh form arises, how large its error is, and that the potential converges to it in real space.
